# Overlap of Two Slater Determinants from the Cauchy-Binet Formula: test program

```python
"""
Result under test: for two N-fermion Slater determinants built from M
orthonormal modes,
    <Psi|Phi> = sum_I conj(det Psi_I) det Phi_I = det(Psi^dagger Phi).
Psi, Phi : M x N complex matrices; column k holds the amplitudes of orbital k
I        : set of N occupied modes in increasing order
Phi_I    : N x N matrix made of the rows of Phi listed in I
|Phi>    : product of the orbital creation operators (column 1 leftmost)
           acting on the vacuum
The states are built independently of any determinant, with explicit
fermion operator matrices on the full 2^M-dimensional Fock space.
All quantities are dimensionless.
"""
from itertools import combinations
from math import comb

import numpy as np
import sympy as sp


def creation_operators(n_modes):
    """Fermion creation matrices with the Jordan-Wigner sign string."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for mode in range(n_modes):
        matrix = np.eye(1)
        for site in range(n_modes):
            if site < mode:
                factor = parity
            elif site == mode:
                factor = lower.T
            else:
                factor = np.eye(2)
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


def fock_state(orbitals, creators):
    """Apply the orbital creation operators to the vacuum, last column first."""
    vector = np.zeros(creators[0].shape[0], dtype=complex)
    vector[0] = 1.0
    for k in reversed(range(orbitals.shape[1])):
        orbital_creator = sum(orbitals[i, k] * creators[i]
                              for i in range(orbitals.shape[0]))
        vector = orbital_creator @ vector
    return vector


def configuration_state(occupied, creators):
    """Ordered product of mode creation operators on the vacuum."""
    vector = np.zeros(creators[0].shape[0], dtype=complex)
    vector[0] = 1.0
    for mode in reversed(occupied):
        vector = creators[mode] @ vector
    return vector


def show(z, digits=4):
    """Readable complex number without negative zeros."""
    re = round(complex(z).real, digits) + 0.0
    im = round(complex(z).imag, digits) + 0.0
    return f"{re:.{digits}f}{im:+.{digits}f}i"


def random_matrix(rng, rows, columns):
    return (rng.normal(size=(rows, columns))
            + 1j * rng.normal(size=(rows, columns)))


# ---------- Cauchy-Binet with generic symbolic entries ----------
A = sp.Matrix(3, 4, lambda i, j: sp.Symbol(f"a{i}{j}"))
B = sp.Matrix(4, 3, lambda i, j: sp.Symbol(f"b{i}{j}"))
minor_sum = sum(A[:, list(I)].det(method="berkowitz")
                * B[list(I), :].det(method="berkowitz")
                for I in combinations(range(4), 3))
assert sp.expand((A * B).det(method="berkowitz") - minor_sum) == 0

# ---------- operator algebra and configuration states ----------
M_test, N_test = 6, 3
creators = creation_operators(M_test)
identity = np.eye(2 ** M_test)
for i in range(M_test):
    for j in range(M_test):
        ci, cj_dag = creators[i].T, creators[j]
        assert np.allclose(ci @ cj_dag + cj_dag @ ci, (i == j) * identity)
        assert np.allclose(creators[i] @ cj_dag + cj_dag @ creators[i], 0)

configs = list(combinations(range(M_test), N_test))
config_vectors = np.array([configuration_state(I, creators) for I in configs])
assert np.allclose(config_vectors.conj() @ config_vectors.T,
                   np.eye(len(configs)))

# ---------- random complex determinants, orbitals not orthonormal ----------
rng = np.random.default_rng(7)
psi_r = random_matrix(rng, M_test, N_test)
phi_r = random_matrix(rng, M_test, N_test)
state_psi, state_phi = fock_state(psi_r, creators), fock_state(phi_r, creators)
amplitudes = config_vectors.conj() @ state_phi
minors = np.array([np.linalg.det(phi_r[list(I), :]) for I in configs])
assert np.allclose(amplitudes, minors, atol=1e-10)
assert np.allclose(amplitudes @ config_vectors, state_phi, atol=1e-10)
random_fock = np.vdot(state_psi, state_phi)
random_det = np.linalg.det(psi_r.conj().T @ phi_r)
assert np.isclose(random_fock, random_det, rtol=1e-10, atol=1e-10)

# orthonormal columns give a normalized state
q_orbitals, _ = np.linalg.qr(phi_r)
q_state = fock_state(q_orbitals, creators)
assert np.isclose(np.vdot(q_state, q_state).real, 1.0, atol=1e-12)

# different particle numbers give zero overlap
assert abs(np.vdot(fock_state(psi_r[:, :2], creators), state_phi)) < 1e-12

# more particles than modes: the state and the determinant both vanish
few = creation_operators(2)
crowded_a, crowded_b = random_matrix(rng, 2, 3), random_matrix(rng, 2, 3)
assert np.linalg.norm(fock_state(crowded_b, few)) < 1e-12
assert abs(np.linalg.det(crowded_a.conj().T @ crowded_b)) < 1e-10

# ---------- nonorthogonal one-particle basis ----------
X = np.eye(M_test) + 0.3 * random_matrix(rng, M_test, M_test)
skew_creators = [sum(X[i, p] * creators[i] for i in range(M_test))
                 for p in range(M_test)]
one_particle = np.array([op[:, 0] for op in skew_creators])
S = one_particle.conj() @ one_particle.T
skew_fock = np.vdot(fock_state(psi_r, skew_creators),
                    fock_state(phi_r, skew_creators))
skew_det = np.linalg.det(psi_r.conj().T @ S @ phi_r)
assert np.isclose(skew_fock, skew_det, rtol=1e-9, atol=1e-9)
assert abs(skew_fock - random_det) > 1e-3   # leaving out S is wrong here

# ---------- worked example: two fermions on a four-site ring ----------
M, N = 4, 2
sites = np.arange(M)
phi = np.column_stack([np.exp(1j * k * sites) for k in (0.0, np.pi / 2)])
psi = np.array([[1, 0], [1j, 0], [0, 1], [0, 1j]], dtype=complex)
ring = creation_operators(M)
ring_psi, ring_phi = fock_state(psi, ring), fock_state(phi, ring)
fock_overlap = np.vdot(ring_psi, ring_phi)
overlap_matrix = psi.conj().T @ phi
det_overlap = np.linalg.det(overlap_matrix)
no_conjugation = np.linalg.det(psi.T @ phi)
norm2_psi = np.linalg.det(psi.conj().T @ psi).real
norm2_phi = np.linalg.det(phi.conj().T @ phi).real
assert np.isclose(norm2_psi, np.vdot(ring_psi, ring_psi).real)
assert np.isclose(norm2_phi, np.vdot(ring_phi, ring_phi).real)
assert np.isclose(fock_overlap, det_overlap, atol=1e-12)
assert abs(no_conjugation - fock_overlap) > 1e-3

print("All amplitudes, overlaps and norms are dimensionless")
print(f"Ring: modes M = {M}, fermions N = {N}, configurations = {comb(M, N)}")
for i in range(M):
    print(f"site {i + 1}: Psi row = {show(psi[i, 0], 1)}, {show(psi[i, 1], 1)}"
          f" | Phi row = {show(phi[i, 0], 1)}, {show(phi[i, 1], 1)}")

total = 0.0
for I in combinations(range(M), N):
    d_psi = np.linalg.det(psi[list(I), :])
    d_phi = np.linalg.det(phi[list(I), :])
    basis_vector = configuration_state(I, ring)
    assert np.isclose(np.vdot(basis_vector, ring_psi), d_psi, atol=1e-12)
    assert np.isclose(np.vdot(basis_vector, ring_phi), d_phi, atol=1e-12)
    term = np.conj(d_psi) * d_phi
    total += term
    print(f"occupied {I[0] + 1},{I[1] + 1}: det Psi_I = {show(d_psi, 1)}, "
          f"det Phi_I = {show(d_phi, 1)}, term = {show(term, 1)}")
assert np.isclose(total, fock_overlap, atol=1e-12)

print("Sum over configurations =", show(total))
for k in range(N):
    print(f"Psi^dagger Phi, row {k + 1} = {show(overlap_matrix[k, 0], 1)}, "
          f"{show(overlap_matrix[k, 1], 1)}")
print("det(Psi^dagger Phi) =", show(det_overlap))
print("Overlap from Fock-space operators =", show(fock_overlap))
print("Wrong value without conjugation, det(Psi^T Phi) =",
      show(no_conjugation))
print(f"<Psi|Psi> = {norm2_psi:.4f}")
print(f"<Phi|Phi> = {norm2_phi:.4f}")
normalized = det_overlap / np.sqrt(norm2_psi * norm2_phi)
print("Normalized overlap =", show(normalized))
print(f"Normalized overlap probability = {abs(normalized) ** 2:.4f}")

print(f"Random test: M = {M_test}, N = {N_test}, "
      f"configurations = {len(configs)}")
print("Random test, Fock-space overlap =", show(random_fock, 6))
print("Random test, det(Psi^dagger Phi) =", show(random_det, 6))
print("Nonorthogonal basis, Fock-space overlap =", show(skew_fock, 6))
print("Nonorthogonal basis, det(Psi^dagger S Phi) =", show(skew_det, 6))

M_big, N_big = 40, 20
print(f"Cost example: M = {M_big} modes, N = {N_big} fermions")
print(f"Configurations in the explicit sum = {comb(M_big, N_big)}")
print("Multiplications to form Psi^dagger Phi =", N_big * N_big * M_big)
print("OK")
```

Running it gives:

```
All amplitudes, overlaps and norms are dimensionless
Ring: modes M = 4, fermions N = 2, configurations = 6
site 1: Psi row = 1.0+0.0i, 0.0+0.0i | Phi row = 1.0+0.0i, 1.0+0.0i
site 2: Psi row = 0.0+1.0i, 0.0+0.0i | Phi row = 1.0+0.0i, 0.0+1.0i
site 3: Psi row = 0.0+0.0i, 1.0+0.0i | Phi row = 1.0+0.0i, -1.0+0.0i
site 4: Psi row = 0.0+0.0i, 0.0+1.0i | Phi row = 1.0+0.0i, 0.0-1.0i
occupied 1,2: det Psi_I = 0.0+0.0i, det Phi_I = -1.0+1.0i, term = 0.0+0.0i
occupied 1,3: det Psi_I = 1.0+0.0i, det Phi_I = -2.0+0.0i, term = -2.0+0.0i
occupied 1,4: det Psi_I = 0.0+1.0i, det Phi_I = -1.0-1.0i, term = -1.0+1.0i
occupied 2,3: det Psi_I = 0.0+1.0i, det Phi_I = -1.0-1.0i, term = -1.0+1.0i
occupied 2,4: det Psi_I = -1.0+0.0i, det Phi_I = 0.0-2.0i, term = 0.0+2.0i
occupied 3,4: det Psi_I = 0.0+0.0i, det Phi_I = 1.0-1.0i, term = 0.0+0.0i
Sum over configurations = -4.0000+4.0000i
Psi^dagger Phi, row 1 = 1.0-1.0i, 2.0+0.0i
Psi^dagger Phi, row 2 = 1.0-1.0i, -2.0+0.0i
det(Psi^dagger Phi) = -4.0000+4.0000i
Overlap from Fock-space operators = -4.0000+4.0000i
Wrong value without conjugation, det(Psi^T Phi) = 0.0000+0.0000i
<Psi|Psi> = 4.0000
<Phi|Phi> = 16.0000
Normalized overlap = -0.5000+0.5000i
Normalized overlap probability = 0.5000
Random test: M = 6, N = 3, configurations = 20
Random test, Fock-space overlap = -160.670505-67.325109i
Random test, det(Psi^dagger Phi) = -160.670505-67.325109i
Nonorthogonal basis, Fock-space overlap = -161.550900-599.415018i
Nonorthogonal basis, det(Psi^dagger S Phi) = -161.550900-599.415018i
Cost example: M = 40 modes, N = 20 fermions
Configurations in the explicit sum = 137846528820
Multiplications to form Psi^dagger Phi = 16000
OK
```
